\section*{Emissivity-Corrected Pyrometry of Opaque Specular Wafers and Its Low-Emissivity Instability}

\section{Definitions and conventions}

A wafer at temperature $T$ is viewed along its surface normal at photon energy $\omega$. The algebra uses atomic units, so $\hbar=1$ and $c=1/\alpha$, where $\alpha$ is the fine-structure constant. Numbers are given in eV, nm and K. Define
\begin{equation}
\theta=k_{\rm B}T,\qquad x=\frac{\omega}{\theta},\qquad
a(x)=\frac{1-e^{-x}}{x}.
\end{equation}
The radiance $L$ is power per area, solid angle and angular frequency, summed over both polarisations. The reflectance $R$ is the reflected fraction of power in the same direction, band and polarisation state. The emissivity $\varepsilon$ is the ratio of emitted radiance to the blackbody radiance $B$ at the same temperature. A hat marks a measured or inferred value.

The wafer is assumed opaque, specular, reciprocal and in local thermal equilibrium. Its layers are isotropic, so both polarisations behave alike at normal incidence. Initially, no radiation from other sources is reflected into the detector.

\section{From equilibrium to the inversion}

\subsection{Blackbody radiance}

The photon energy density per solid angle is the number of modes times energy and occupation. With two polarisations and wavenumber $q=\omega/c$, multiplication by the speed $c$ gives
\begin{equation}
B=c\,\frac{2q^2}{(2\pi)^3}\frac{dq}{d\omega}
\frac{\omega}{e^x-1}
=\frac{\omega^3}{4\pi^3c^2(e^x-1)}.
\label{planck}
\end{equation}

\subsection{Kirchhoff's law}

Place the wafer in an enclosure at its own temperature. Radiation of radiance $B$ arrives along the normal, and $RB$ returns towards the detector. Nothing is transmitted from behind, and no other direction scatters into this one. Equilibrium requires the total outgoing radiance to be $B$, hence
\begin{equation}
L+RB=B,\qquad L=(1-R)B,\qquad \varepsilon=1-R.
\label{kirchhoff}
\end{equation}
Local equilibrium makes the emitted part a property of the wafer and its temperature, so it remains the same when the enclosure is removed.

The same result follows from the sources inside the wafer. Let $n(z)$ be the complex refractive index, $k_0=\omega/c$, and $G$ the outgoing solution of
\begin{equation}
G''+k_0^2n^2(z)G=-\delta(z-z').
\end{equation}
Thermal currents have strength proportional to ${\rm Im}\,n^2$. Fixing the common factor so that a matched, weakly absorbing half-space is black gives
\begin{equation}
\varepsilon=k_0\int_0^\infty {\rm Im}\,n^2(z)\,
|2k_0G(0,z)|^2\,dz .
\label{sources}
\end{equation}
To connect this with $R$, let $\psi$ be the field produced by a unit incident wave. A source at the surface launches an incident wave of amplitude $i/(2k_0)$. Reciprocity therefore gives $G(0,z)=i\psi(z)/(2k_0)$. The wave equation implies
\begin{equation}
\frac{d}{dz}{\rm Im}(\psi^*\psi')
=-k_0^2\,{\rm Im}\,n^2\,|\psi|^2 .
\end{equation}
At the surface, $\psi=e^{ik_0z}+re^{-ik_0z}$ gives ${\rm Im}(\psi^*\psi')=k_0(1-|r|^2)$. Deep in the absorbing wafer this quantity vanishes. Integration turns (\ref{sources}) into $\varepsilon=1-|r|^2=1-R$.

This was tested by solving separately for a source in each absorbing slice. For a bare model substrate the source sum was 0.6698, against $1-R=0.6697$. With ten layer pairs, whose thicknesses were rounded to 66 and 80 nm to fit the grid, the values were 0.0422 and 0.0421. The numerical grid and finite depth limit the agreement.

\subsection{Temperature}

Insert (\ref{planck}) in $L=\varepsilon B$ and isolate the exponential:
\begin{equation}
e^x-1=\frac{\varepsilon\omega^3}{4\pi^3c^2L}.
\end{equation}
Taking the logarithm and using $\theta=\omega/x$ gives
\begin{equation}
\theta=\frac{\omega}{\ln\!\left[1+
(1-R)\omega^3/(4\pi^3c^2L)\right]}.
\label{inverse}
\end{equation}
For $L>0$ and $R<1$ the logarithm is positive. Since $B$ increases with $\theta$, the solution is unique.

For a narrow band, a detector calibrated on a blackbody at known $x_c$ needs no separate optical throughput. If it records $S_c$ counts above background, set $K=S_c(e^{x_c}-1)$. A wafer signal is then $S=\varepsilon K/(e^x-1)$, so
\begin{equation}
T=\frac{\omega/k_{\rm B}}{\ln(1+\varepsilon K/S)} .
\label{counts}
\end{equation}

\section{Noise propagation}

Differentiate $\ln B$ using (\ref{planck}):
\begin{align}
\frac{d\ln B}{dx}&=-\frac{e^x}{e^x-1}
=-\frac{1}{1-e^{-x}},&
\frac{dx}{d\ln\theta}&=-x,\\
\frac{d\ln B}{d\ln\theta}&=\frac{x}{1-e^{-x}}=\frac1a.
\end{align}
Because $\ln B=\ln L-\ln\varepsilon$ and $\delta\varepsilon=-\delta R$,
\begin{equation}
\frac{\delta T}{T}=a\left(\frac{\delta L}{L}
+\frac{\delta R}{1-R}\right).
\label{linear}
\end{equation}
For $x\gg1$, $a\simeq1/x$: the steep Planck law suppresses errors. For $x\ll1$, $a\to1$. Neither limit removes the factor $1/(1-R)$.

Let a blackbody at $T$ give $S_b$ expected counts. The wafer gives $\varepsilon S_b$, with an equal Poisson variance, plus independent additive noise of standard deviation $D$ counts, which covers the readout and the fluctuations of the background. The background mean is assumed known. With independent reflectance noise $\sigma_R$, (\ref{linear}) yields
\begin{equation}
\left(\frac{\sigma_T}{aT}\right)^2=
\frac{1}{\varepsilon S_b}+
\frac{D^2}{\varepsilon^2S_b^2}+
\frac{\sigma_R^2}{\varepsilon^2}.
\label{noise}
\end{equation}
At fixed $T$, $S_b$, $D$ and $\sigma_R$, the shot-noise contribution to $\sigma_T$ grows as $\varepsilon^{-1/2}$. The other two grow as $\varepsilon^{-1}$. A larger light collector reduces the first term, and the second as long as $D$ grows more slowly than $S_b$; background fluctuations proportional to the collected light leave $D/S_b$ unchanged. The reflectance term is not affected.

If the errors are correlated, the right side of (\ref{noise}) gains $2\,{\rm cov}(L,R)/(L\varepsilon)$. A shared gain error shows why this matters. If $L$ and $R$ are both multiplied by $1+g$, then
\begin{equation}
\frac{\delta T}{T}=a\left(g+\frac{gR}{\varepsilon}\right)
=\frac{ag}{\varepsilon},
\label{gain}
\end{equation}
because $\varepsilon+R=1$. The common gain does not cancel.

For a required standard deviation $\tau$, put $s=\tau/(aT)$ and $p=D^2/S_b^2+\sigma_R^2$. Setting $\sigma_T=\tau$ and multiplying (\ref{noise}) by $\varepsilon^2$ gives
\begin{align}
s^2\varepsilon^2-\frac{\varepsilon}{S_b}-p&=0,\\
\varepsilon_{\min}&=
\frac{S_b^{-1}+\sqrt{S_b^{-2}+4s^2p}}{2s^2}.
\label{minimum}
\end{align}
The positive root is the physical one; it is attainable only if it does not exceed one. When reflectance noise dominates, $\varepsilon_{\min}\simeq aT\sigma_R/\tau$.

\section{Algorithm and cost}

\begin{verbatim}
input: raw counts, background, R, K, omega/kB,
       D, sigma_R, confidence multiplier z
S   = raw counts - background
eps = 1 - R
if S <= 0 or eps <= 0: return INVALID
x   = log1p(eps*K/S)
T   = (omega/kB)/x
a   = -expm1(-x)/x
var = (S + D*D)/S^2 + (sigma_R/eps)^2
sigma_T = a*T*sqrt(var)
T_low = (omega/kB)/log1p((eps+z*sigma_R)*K/S)
if eps <= z*sigma_R:
    T_high = infinity; flag UNSTABLE
else:
    T_high = (omega/kB)/log1p((eps-z*sigma_R)*K/S); flag OK
return T, sigma_T, T_low, T_high, flag
\end{verbatim}

Each reading needs a fixed number of operations and no iteration. The function \texttt{log1p} retains accuracy for a small argument. The limits \texttt{T\_low} and \texttt{T\_high} include reflectance noise alone and suit the regime where it dominates; \texttt{sigma\_T} includes the counting noise to first order. Systematic errors need separate allowances.

Averaging $m$ independent readings divides the random standard deviations of $S$ and $R$ by $\sqrt m$. Average $S$ and $R$ over the same interval before inversion. At constant temperature, $\langle S\rangle=(1-\langle R\rangle)K/(e^x-1)$ even while a growing film changes $R$. Without noise, averaging the inferred temperatures would also return the correct value. With noise, it keeps the bias of a single reading, which arises because the inversion is nonlinear; averaging $S$ and $R$ first reduces that bias.

\section{Failure beyond linear noise}

\subsection{Bias and invalid readings}

Consider reflectance noise alone and write $\hat\varepsilon=\varepsilon(1+uz)$, where $u=\sigma_R/\varepsilon$ and $z$ is standard normal. With $y=\ln B$, the first derivative is $d\theta/dy=a\theta$. Also $da/dx=(e^{-x}-a)/x$ and $dx/dy=-ax$, so
\begin{equation}
\frac{d^2\theta}{dy^2}=a^2\theta+
\theta\frac{da}{dx}\frac{dx}{dy}
=a\theta(2a-e^{-x}).
\end{equation}
The change in $y$ is $-\ln(1+uz)=-uz+u^2z^2/2+\cdots$. Averaging the expansion through $u^2$, with $\langle z\rangle=0$ and $\langle z^2\rangle=1$, gives the formal bias
\begin{equation}
b_2=\frac{aTu^2}{2}(1+2a-e^{-x}).
\label{bias}
\end{equation}
It is positive because $e^{-x}<1$. For $u\ll1$ it approximates the mean over readings within three or four standard deviations of the centre. The median has no bias, because the inversion is monotonic in $\hat\varepsilon$.

Gaussian noise also produces $\hat\varepsilon\le0$ with probability $\Phi(-\varepsilon/\sigma_R)$, where $\Phi$ is the standard normal distribution function. Such readings have no temperature. Discarding them removes outcomes at the hot end, since $\hat T\to\infty$ as $\hat\varepsilon\to0^+$. For quantiles, retain them as infinite readings.

\subsection{Why the mean fails}

Near zero estimated emissivity, $\ln(1+v)\simeq v$ in (\ref{inverse}). Substitution of $L=\varepsilon B$ gives
\begin{equation}
\hat\theta\simeq
\frac{\omega\varepsilon}{\hat\varepsilon(e^x-1)} .
\end{equation}
The Gaussian density of $\hat\varepsilon$ is nonzero at zero. Its product with $1/\hat\varepsilon$ has a logarithmically divergent integral, so the mean does not exist even after invalid readings are excluded. This conclusion belongs to the continuous Gaussian error model; a reflectance record with a smallest nonzero step has a cutoff. Finite quantiles remain usable.

\section{Worked example}

The model wafer is at 1000 K and is observed at 1.30 eV. It has 0, 5, 10 or 20 quarter-wave layer pairs, with the high-index layer on top. Complex indices are $3.6+0.01i$ and $3.0$ in the layers and $3.7+0.10i$ in the substrate. The layer thicknesses are 66.23 and 79.48 nm.

For the calculated $R$, let $Y=E'/(ik_0E)$ at the bottom of a layer. Matching the field and its derivative across a layer of index $n$ and thickness $d$ gives, with $\phi=k_0nd$,
\begin{equation}
Y_{\rm top}=\frac{Y\cos\phi-in\sin\phi}
{\cos\phi-i(Y/n)\sin\phi},\qquad
r=\frac{1-Y}{1+Y}.
\end{equation}
The recursion starts with $Y=n_s$, the substrate index; the expression for $r$ uses $Y$ at the wafer surface.

Here $x=15.086$ and $aT=66.29$ K. The blackbody signal is $S_b=1.493\times10^7$ counts. Additive noise $D=2000$ counts and reflectance noise $\sigma_R=0.002$ are held fixed. For 20 pairs, $\varepsilon=0.01643$ and the signal is $2.453\times10^5$ counts. The three contributions are
\begin{align}
\sigma_{\rm shot}&=\frac{66.29}{\sqrt{2.453\times10^5}}
=0.134\ {\rm K},\\
\sigma_{\rm add}&=66.29\,\frac{2000}{2.453\times10^5}
=0.541\ {\rm K},\\
\sigma_{\rm refl}&=66.29\,\frac{0.002}{0.01643}
=8.07\ {\rm K}.
\end{align}
Their quadrature sum is 8.09 K. The successive stacks give:

\begin{center}
\begin{tabular}{rrr}
Pairs & $\varepsilon$ & $\sigma_T$ (K)\\
0 & 0.670 & 0.20\\
5 & 0.170 & 0.78\\
10 & 0.0423 & 3.14\\
20 & 0.0164 & 8.09
\end{tabular}
\end{center}

Simulated half-widths between the 16th and 84th percentiles agree within 3\% in every row. For a 1 K standard deviation, (\ref{minimum}) gives $\varepsilon_{\min}=0.133$; simulation at that emissivity gives 0.999 K. The five-pair wafer meets this random-noise target and the ten-pair wafer does not.

Ignoring the change in emissivity is worse. Using the bare-wafer value for the 20-pair stack gives 802.7 K, an error of $-197.3$ K. The correction removes a large systematic error at the price of amplified reflectance noise.

With a coarser reflectometer, $\sigma_R=0.010$, the 20-pair wafer has $\varepsilon/\sigma_R=1.64$. The predicted invalid fraction is 5.02\%, against 5.07\% in simulation. The 16th and 84th percentiles are 969.5 and 1066.3 K: the upper side is more than twice as wide as the lower. The divergent part of the mean integral adds only $1.7\times10^{-3}$ K per decade of $\hat\varepsilon$, once $\hat\varepsilon$ is far below $\varepsilon e^{-x}\approx5\times10^{-9}$. Invalid readings and skewness therefore matter here long before the formal divergence is visible.

\section{Systematic errors and the real wafer}

If roughness sends a fraction $h$ outside the reflectometer, the inferred emissivity is $\varepsilon+h$. Equation (\ref{linear}) gives
\begin{equation}
\delta T\simeq-aT\frac{h}{\varepsilon}.
\end{equation}
If a black hot part at $T_h$ fills a fraction $f$ of the reflected view, it adds $fRB(T_h)$ to the radiance, so
\begin{equation}
\delta T\simeq aT\,\frac{fR}{\varepsilon}
\frac{B(T_h)}{B(T)} .
\end{equation}
The full inversion gives the following shifts:

\begin{center}
\begin{tabular}{lrr}
Error & Bare (K) & 20 pairs (K)\\
Common gain $+0.1\%$ & $+0.10$ & $+4.2$\\
Missed scatter 0.001 & $-0.10$ & $-3.9$\\
800 K part, $f=0.01$ & $+0.01$ & $+0.9$
\end{tabular}
\end{center}

Averaging repeated readings leaves these shifts in place. A 1\% window loss in the radiance channel alone gives $-0.67$ K. If the reflectometer also looks through that window, its beam crosses twice. For a small loss $\ell$, $\delta L/L=-\ell$ and $\delta R=-2\ell R$, so $\delta T/T=-a\ell(1+2R/\varepsilon)$. This linear form needs $\ell\ll\varepsilon$: for 20 pairs and a 1\% loss it gives $-80$ K, while the full inversion gives $-50$ K. The window then needs correction in both channels.

The parameters lie in the rough regime of an aluminium gallium arsenide Bragg mirror grown by vapour-phase epitaxy on gallium arsenide. The optical constants are round inputs; absorption in real high-index layers depends strongly on composition and temperature, so the emissivity of a real mirror can differ substantially. The 20-pair value is set almost entirely by this absorption: an imaginary index of 0, 0.03 or 0.1 in place of 0.01 gives $\varepsilon=0.0007$, 0.047 or 0.14, and $\sigma_T=181$, 2.8 or 0.94 K. Real surfaces can break the specular assumption through roughness, and wafer bow can steer reflected light out of the reflectometer. The first missing 0.001 of reflectance moves the 20-pair result by about $-4$ K; further steps are smaller, and a missing 0.01 gives about $-30$ K. Opacity also has a temperature limit: near room temperature 1.30 eV lies below the gallium arsenide gap, roughly 1.4 eV, and with the usual Varshni parameters the gap falls to 1.30 eV only near 550 K. Below roughly that temperature opacity at this energy cannot be assumed, and this inversion should not be used without checking it. In the hot model, transmission through 0.60 mm is negligible, below $10^{-300}$.

Two other neglected effects differ in size. If the signal is inverted with the Planck law at the central energy, the 0.010 eV bandwidth at the flat centre of the stop band shifts the 20-pair reading by 0.07 K, with the optical constants held fixed across the band. Calibration on a blackbody in the same band, near the wafer temperature, removes part of this shift, leaving 0.04 K for calibration at 1000 K. A heat flux equal to that of a black face, with a conductivity of 10 W/(m K), produces a front-to-back difference of 3.4 K. This is a scale estimate: the actual flux depends on the reactor, and the reading refers to the optically active region near the front surface.

When a stack falls below $\varepsilon_{\min}$, a smaller reflectance error or a photon energy at which the stack is more emissive can restore the inversion. A change of photon energy also changes $a$, $S_b$ and possibly opacity, so (\ref{noise}) must be evaluated again. The bandwidth error must be evaluated again too: near the edge of the stop band $R$ varies steeply across the band, and with $R$ averaged uniformly over the band the 20-pair shift after calibration reaches about $-0.85$ K near 1.385 eV. The numerical output below gives the remaining intermediate values.

\section*{Table of computed values}
\begin{verbatim}
Wafer temperature: 1000 K
Photon energy; full bandwidth: 1.30; 0.010 eV
High index n, k: 3.6, 0.01 (no unit)
Low index n, k: 3.0, 0.00 (no unit)
Substrate n, k: 3.7, 0.10 (no unit)
High; low layer thickness: 66.23; 79.48 nm
x = w/theta: 15.086 (no unit)
Sensitivity a: 0.06629 (no unit)
a*T: 66.29 K per unit log radiance
Etendue: 0.001 mm2 sr
Exposure: 0.10 s; efficiency: 0.10
Blackbody signal: 1.493e+07 counts
Additive noise: 2000 counts
Reflectance noise: 0.002 (absolute)
Source-sum emissivity; 1-R (no unit):
  matched: 0.99748; 0.99751
  bare: 0.66978; 0.66968
  5 pairs: 0.17014; 0.16997
  10 pairs: 0.04219; 0.04213
Pairs; R; emissivity; signal counts:
   0; 0.33032; 0.66968; 9.995e+06
   5; 0.83006; 0.16994; 2.536e+06
  10; 0.95766; 0.04234; 6.319e+05
  20; 0.98357; 0.01643; 2.453e+05
Pairs; shot, additive, reflectance noise (K):
   0; 0.021, 0.013, 0.198
   5; 0.042, 0.052, 0.780
  10; 0.083, 0.210, 3.131
  20; 0.134, 0.541, 8.068
Pairs; total sigma, simulated half-width (K):
   0; 0.200, 0.199
   5; 0.783, 0.781
  10; 3.140, 3.137
  20; 8.087, 8.113
Minimum emissivity for 1.0 K: 0.1330
Simulated sigma at that emissivity: 0.999 K
20 pairs, fixed bare-wafer emissivity: 802.7 K
20 pairs, formal second-order bias: 0.556 K
Coarse reflectance noise: 0.010 (absolute)
Coarse failure, theory: 5.02 percent
Coarse failure, simulated: 5.07 percent
Coarse 16-84% limits: 969.5, 1066.3 K
Simulated limits: 969.5, 1066.2 K
Mean-tail term per decade: 1.66e-03 K
Systematic shifts: bare; 20 pairs (K)
  common gain +0.1%: 0.099; 4.175
  missed scatter 0.001: -0.099; -3.901
  800 K part, 1% of view: 0.008; 0.908
  finite bandwidth: 0.028; 0.068
Window loss 1%: -0.666 K
Wafer: 0.60 mm; conductivity: 10 W/(m K)
Front-back drop, black-face flux: 3.40 K
Log10 substrate transmission: -343 (no unit)
\end{verbatim}
